\section*{Negative squared pole frequencies in the Godby-Needs plasmon-pole model, part 1}

(Sections cited here and not found follow in the second part.)

\section{The decision at the square root}

A $GW$ code that uses the Godby-Needs plasmon-pole model computes the inverse dielectric matrix at $\omega=0$ and at one imaginary frequency $iE_0$, and extracts from each element a squared pole frequency $\tilde\omega^2$. The self-energy needs $\tilde\omega$, so the code must take a square root, and it must decide what to do with an element whose $\tilde\omega^2$ is negative: stop with an error, drop the element, or replace it. The right action depends on the element. For a system with time-reversal symmetry and a nondegenerate ground state, a negative value on the diagonal is a numerical fault. Off the diagonal it can be a property of the exact response, and, when it is real, the ratio of the two computed values tells which of two failures has occurred.

Hartree atomic units are used, with $1~\mathrm{Ha}=27.2114$~eV. The screened interaction is $W=v^{1/2}\epsilon^{-1}v^{1/2}$, where $v(\mathbf q+\mathbf G)=4\pi/|\mathbf q+\mathbf G|^2$ and $\epsilon^{-1}=1+v^{1/2}\chi v^{1/2}$ is the symmetrized inverse dielectric matrix, $\chi$ being the full density response. For one element,
\begin{equation}
A(E)=\epsilon^{-1}_{\mathbf{GG}'}(\mathbf q,iE)-\delta_{\mathbf{GG}'},\qquad A_0=A(0),\quad A_E=A(E_0),\quad r=A_E/A_0 .
\end{equation}

\section{Pole structure of the exact element}

The retarded response is $\chi(\mathbf r t,\mathbf r'0)=-i\theta(t)\langle0|[n(\mathbf r,t),n(\mathbf r',0)]|0\rangle$. Insert eigenstates $|s\rangle$ with excitation energies $\omega_s>0$ and set $\rho_s(\mathbf r)=\langle0|n(\mathbf r)|s\rangle$; the ground-state term cancels in the commutator. For $\mathrm{Im}\,z>0$, $-i\int_0^\infty e^{i(z\mp\omega_s)t}dt=1/(z\mp\omega_s)$, so
\begin{equation}
\chi(\mathbf r,\mathbf r';z)=\sum_s\left[\frac{\rho_s(\mathbf r)\rho_s^*(\mathbf r')}{z-\omega_s}-\frac{\rho_s^*(\mathbf r)\rho_s(\mathbf r')}{z+\omega_s}\right].
\end{equation}
Assume time-reversal symmetry and a nondegenerate ground state. The antiunitary operator $T$ leaves $n$ and $|0\rangle$ unchanged, so $|\bar s\rangle=T|s\rangle$ has energy $\omega_s$ and $\rho_{\bar s}=\rho_s^*$. The states $\bar s$ are another orthonormal basis of the same level, so the sum of $\rho_s^*(\mathbf r)\rho_s(\mathbf r')$ over a level equals the sum of $\rho_s(\mathbf r)\rho_s^*(\mathbf r')$. The two sums are also complex conjugates, hence real. With equal numerators, $1/(z-\omega_s)-1/(z+\omega_s)=2\omega_s/(z^2-\omega_s^2)$. Take the matrix element $V^{-1}\iint e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}\chi\,e^{i(\mathbf q+\mathbf G')\cdot\mathbf r'}$ over the volume $V$, define $c_s(\mathbf G)=[v(\mathbf q+\mathbf G)/V]^{1/2}\int e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}\rho_s(\mathbf r)\,d^3r$, and put $z=iE$, $z^2=-E^2$:
\begin{equation}
A(E)=-\sum_s\frac{b_s}{\omega_s^2+E^2},\qquad b_s=2\omega_s\,c_s(\mathbf G)\,c_s^*(\mathbf G').
\label{eq:spec}
\end{equation}
On the diagonal $b_s\ge0$. Off it, $b_s$ has any sign or phase. Without time reversal the two numerators are in general unequal, the element need not be a function of $z^2$, and a model even in $\omega$ then does not apply.

Three common cases make the ratio $r$ real; other symmetries can do so for particular elements. On the diagonal it is real by \eqref{eq:spec}. In a basis of real functions it is real because $\chi(\mathbf r,\mathbf r';iE)$ is. With an inversion centre at the origin, $\chi(\mathbf r,\mathbf r')=\chi(-\mathbf r,-\mathbf r')$, and the substitution $\mathbf r\to-\mathbf r$, $\mathbf r'\to-\mathbf r'$ turns the conjugated matrix element into the original. Moving the origin multiplies the element by a frequency-independent phase, which cancels in $r$. The unsymmetrized element $v(\mathbf q+\mathbf G)\chi_{\mathbf{GG}'}$ differs from $A$ by the constant $|\mathbf q+\mathbf G'|/|\mathbf q+\mathbf G|$, which cancels too.

The random-phase approximation (RPA) keeps the form \eqref{eq:spec}. Take a closed shell with real orbitals, occupied-empty pairs $ia$ with energies $\Delta_{ia}>0$, and real auxiliary functions $P,Q$ orthonormalized in the Coulomb metric $J_{PQ}=(P|Q)$, so that $B_{P,ia}=\sum_Q(J^{-1/2})_{PQ}(Q|ia)$. Equation \eqref{eq:spec} applied to independent electrons gives $-2\Delta/(\Delta^2+E^2)$ for each pair and spin, and two spins give $v^{1/2}\chi_0v^{1/2}=-4B\Delta(\Delta^2+E^2)^{-1}B^T$. With $C=2B\Delta^{1/2}$ and $Y=\Delta^2+E^2$, the RPA matrix is $\epsilon=1-v^{1/2}\chi_0v^{1/2}=1+CY^{-1}C^T$. Let $S=Y+C^TC$. Then
\begin{equation}
(1+CY^{-1}C^T)(1-CS^{-1}C^T)=1+CY^{-1}\left[S-Y-C^TC\right]S^{-1}C^T=1 ,
\end{equation}
so $\epsilon^{-1}-1=-C(M+E^2)^{-1}C^T$ with $M=\Delta^2+C^TC$, which is positive definite. Diagonalizing $M=Z\omega^2Z^T$ gives \eqref{eq:spec} with $b_s=(CZ)_{Ps}(CZ)_{Qs}$, and $ZZ^T=1$ gives $\sum_sb_s=(CC^T)_{PQ}$.

\section{The two-point fit}

The model keeps one pole for each element,
\begin{equation}
\epsilon^{-1}_{\mathbf{GG}'}(\omega)-\delta_{\mathbf{GG}'}\approx\frac{\Omega^2}{\omega^2-\tilde\omega^2}
\quad\Rightarrow\quad A_{\rm mod}(E)=-\frac{\Omega^2}{\tilde\omega^2+E^2}.
\end{equation}
Matching at $E=0$ gives $\Omega^2=-A_0\tilde\omega^2$, and matching at $E_0>0$ gives $\Omega^2=-A_E(\tilde\omega^2+E_0^2)$. Equating the two and collecting $\tilde\omega^2$ gives $(A_0-A_E)\tilde\omega^2=A_EE_0^2$. For $A_0\ne A_E$,
\begin{equation}
\tilde\omega^2=E_0^2\,\frac{A_E}{A_0-A_E}=E_0^2\,\frac{r}{1-r},\qquad
\Omega^2=-A_0\tilde\omega^2=-E_0^2\,\frac{A_0A_E}{A_0-A_E}.
\label{eq:gn}
\end{equation}
The fit draws a straight line in $E^2$ through two values of $1/A$, and $\tilde\omega^2$ is minus the value of $E^2$ at which the line crosses zero. The symbol $\Omega^2$ names a strength that may be negative or complex off the diagonal, and its square root is never needed. Two slips must be avoided: leaving $\delta_{\mathbf{GG}'}$ in the diagonal values, and inverting $\epsilon$ element by element instead of as a matrix.

\section{Sign of $\tilde\omega^2$ for real $r$}

The sign of $\tilde\omega^2$ is that of $r/(1-r)$, positive only when $r$ and $1-r$ are both positive, since they cannot both be negative. Thus $\tilde\omega^2>0$ exactly when $0<r<1$: a single real pole can only decay along the imaginary axis without changing sign. The two remaining ranges differ:
\begin{align}
r<0:&\quad \tilde\omega^2=-E_0^2\,\frac{|r|}{1+|r|}\in(-E_0^2,0),\\
r>1:&\quad \tilde\omega^2=-E_0^2\left(1+\frac{1}{r-1}\right)<-E_0^2 .
\end{align}
In both cases $A_{\rm mod}(E)$ diverges at $E=\kappa\equiv|\tilde\omega|$, whereas \eqref{eq:spec} is finite for all real $E$. For $r<0$ the true $A$ is continuous and changes sign, so it has a zero in $(0,E_0)$. The model has no zeros and changes sign through a pole inside the fitted interval. For $r>1$ the magnitude has grown between the two points, the model continues the growth, and its pole lies beyond $E_0$.

At $r=0$ both parameters vanish. At $r=1$ there is no finite solution, and $\tilde\omega^2$ passes from $+\infty$ to $-\infty$, while $A_{\rm mod}\to A_0$ at any fixed $E$ from either side. At $A_0=0$ with $A_E\neq0$, the first form in \eqref{eq:gn} gives $\tilde\omega^2=-E_0^2$ and $\Omega^2=0$, and the model reads $0/0$ at $E_0$. In the eigenbasis of the static matrix every off-diagonal element that is nonzero at $E_0$ is of this kind, so in that basis only the diagonal can be fitted.

\section{Diagonal elements}

From \eqref{eq:spec}, $A_E=-N$, and $1/\omega_s^2-1/(\omega_s^2+E_0^2)=E_0^2/[\omega_s^2(\omega_s^2+E_0^2)]$ gives $A_0-A_E=-E_0^2D$, with
\begin{equation}
N=\sum_s\frac{b_s}{\omega_s^2+E_0^2},\qquad D=\sum_s\frac{b_s}{\omega_s^2(\omega_s^2+E_0^2)},\qquad \tilde\omega^2=\frac ND .
\label{eq:ND}
\end{equation}
This holds for any element. On the diagonal, with $u_s=1/(\omega_s^2+E_0^2)$, the numbers $p_s=b_su_s/N$ are nonnegative and sum to one, and $1/\tilde\omega^2=\sum_sp_s/\omega_s^2\equiv\langle\omega^{-2}\rangle$. A mean lies between the extremes, so $\omega_{\min}^2\le\tilde\omega^2\le\omega_{\max}^2$. In a metal the sums become integrals reaching down to zero frequency; $\tilde\omega^2$ stays positive as long as $A_0$ is finite. A negative diagonal value therefore comes from the implementation, for instance from using fewer empty bands at $\omega=0$ than at $iE_0$, which can make $|A_0|$ smaller than $|A_E|$, or from rounding errors as large as $A$ itself when a small $A$ is formed by subtracting one from $\epsilon^{-1}$. The form $A=-\epsilon^{-1}(\epsilon-1)$ avoids that subtraction.

Let $x=E_0^2$. Since $du_s/dx=-u_s^2$, $N'/N=-\langle u\rangle$ and $D'/N=-\langle u\,\omega^{-2}\rangle$, so
\begin{align}
\frac{d}{dx}\frac{1}{\tilde\omega^2}&=\frac{D'}{N}-\frac DN\frac{N'}{N}=-\langle u\,\omega^{-2}\rangle+\langle\omega^{-2}\rangle\langle u\rangle\nonumber\\
&=-\tfrac12\sum_{s,t}p_sp_t\,(\omega_s^{-2}-\omega_t^{-2})(u_s-u_t)\le0 .
\end{align}
The second line follows by expanding the product and using $\sum p=1$. Each term is nonnegative because $\omega^{-2}$ and $u$ both decrease with $\omega$. Hence $\tilde\omega^2$ rises with $E_0$. As $E_0\to\infty$, provided $\sum_sb_s$ converges, $E_0^2N\to\sum_sb_s$ and $E_0^2D\to\sum_sb_s/\omega_s^2=-A_0$, so $\tilde\omega^2\to-\sum_sb_s/A_0$ and $\Omega^2\to\sum_sb_s$. The sum $\sum_sb_s$ is the coefficient of $1/\omega^2$ at high frequency, the quantity fixed by the $f$-sum rule when the basis of excited states is complete, so this limit is the Hybertsen-Louie type of fit to the static value and the sum rule. At finite $E_0$, since $-A_0>0$, $\Omega^2\le\sum_sb_s$: the Godby-Needs pole carries at most the full sum-rule weight, and less whenever two or more distinct pole frequencies contribute.

The same monotony fixes the sign of the error. A fit made at $E$ is exact at $E$, so $|A(E)|=|A_0|\,\tilde\omega^2(E)/[\tilde\omega^2(E)+E^2]$, which increases with $\tilde\omega^2$. The model uses $\tilde\omega^2(E_0)$ instead, so, when two or more distinct pole frequencies contribute, it overestimates $|A|$ for $0<E<E_0$ and underestimates it for $E>E_0$.

\section{Two poles of opposite sign}

Let $\omega_1<\omega_2$, $b_1\neq0$ and $\beta=b_2/b_1$ real. Any $\beta$ is allowed off the diagonal: amplitudes proportional to $(1,1)$ for one mode and $(1,-1)$ for the other give a negative one. Factoring the second denominator out of each sum,
\begin{equation}
N=b_1\frac{\beta+\beta_N}{\omega_2^2+E_0^2},\qquad D=b_1\frac{\beta+\beta_D}{\omega_2^2(\omega_2^2+E_0^2)},\qquad A_0=-b_1\frac{\beta+\beta_0}{\omega_2^2},
\end{equation}
with $\beta_N=(\omega_2^2+E_0^2)/(\omega_1^2+E_0^2)$, $\beta_0=\omega_2^2/\omega_1^2$ and $\beta_D=\beta_N\beta_0$. Therefore
\begin{equation}
\tilde\omega^2=\omega_2^2\,\frac{\beta+\beta_N}{\beta+\beta_D},\qquad r=\frac{\omega_2^2}{\omega_2^2+E_0^2}\,\frac{\beta+\beta_N}{\beta+\beta_0}.
\label{eq:two}
\end{equation}
The order is $1<\beta_N<\beta_0<\beta_D$: the first step because $\omega_2>\omega_1$, the second because $\omega_1^2(\omega_2^2+E_0^2)<\omega_2^2(\omega_1^2+E_0^2)$, the third because $\beta_N>1$. So $\tilde\omega^2<0$ exactly when $\beta_N<-\beta<\beta_D$. Below $\beta_0$ the window has $r<0$, and above it $r>0$ with $\tilde\omega^2<0$, which means $r>1$. Opposite signs are necessary but not sufficient: the higher pole must be the stronger one, by a factor within the window. The width $\beta_N(\beta_0-1)$ is positive for every $E_0$. The window tends to $(\beta_0,\beta_0^2)$ as $E_0\to0$ and to $(1,\beta_0)$ as $E_0\to\infty$, so changing $E_0$ changes which elements fail without removing the failure, and the sum-rule fit has it as well.

\section{Complex $r$}

In a plane-wave basis without inversion symmetry, an off-diagonal $\tilde\omega^2$ is in general complex and ``negative'' has no meaning. Multiplying above and below by $1-r^*$,
\begin{equation}
\mathrm{Re}\,\tilde\omega^2=E_0^2\,\frac{\mathrm{Re}\,r-|r|^2}{|1-r|^2}=E_0^2\,\frac{\tfrac14-|r-\tfrac12|^2}{|1-r|^2},
\end{equation}
because $|r-\tfrac12|^2=|r|^2-\mathrm{Re}\,r+\tfrac14$. The real part is negative outside the disc $|r-\tfrac12|\le\tfrac12$, whose diameter is the interval $[0,1]$. Outside it the poles lie nearer the imaginary axis than the real one. Inside it they are still off the real axis unless $r$ is real, and since $A$ is Hermitian the elements $\mathbf{GG}'$ and $\mathbf G'\mathbf G$ have conjugate $\tilde\omega^2$. The disc is thus a test of severity and not a guarantee. It was checked on 2000 random four-pole elements with complex residues by solving the matching equations as a linear system: it gave the right sign each time, negative in 115 cases.

For a system with time-reversal symmetry and a nondegenerate ground state, a negative $\tilde\omega^2$ is a numerical fault on the diagonal but can be a property of the exact response off it, where a real $r$ tells the two kinds of failure apart. What remains is the effect of such elements on the self-energy, the possible replacements, and worked numbers for two poles and for BeH$_2$.
